\section*{Euler–Heisenberg Lagrangian for a uniform magnetic field from Landau levels, part 2}

A static uniform magnetic field $B$ in empty space changes the zero-point energy density $u$ of the electron field (mass $m$, charge $-e$). This adds $\mathcal L_1=-u$ to the classical $-B^2/8\pi$, at one loop and in Gaussian units. Define $b=B/B_c$, $B_c=m^2c^3/e\hbar$, $\lambda_C=\hbar/mc$, $\alpha=e^2/\hbar c$ and $u_0=m^4c^5/\hbar^3=\alpha B_c^2$.

Landau level $n$ has weight $g_0=1$, $g_{n\ge1}=2$, and $b/2\pi\lambda_C^2$ orbit centres per area. With $q=p_z/mc$,
\begin{equation}
\mathcal L_1=-u=u_0\,\frac{b}{4\pi^2}\sum_{n=0}^\infty g_n\int_{-\infty}^\infty dq\,\sqrt{1+q^2+2nb}.
\label{modes}
\end{equation}
The level sum is a trapezoid rule with step $h=2b$. A smooth cutoff at energy $\Lambda$ replaces $\sqrt a$ by $f(a)$, which well below the cutoff is $\sqrt a$ minus a constant. It limits the dimensionless proper time to $s>s_0=(mc^2/\Lambda)^2$. With $z=bs$ and $z\coth z=1+\sum_kc_kz^{2k}$,
\begin{equation}
z\coth z=1+\frac{z^2}{3}-\frac{z^4}{45}+\frac{2z^6}{945}-\frac{z^8}{4725}+\dots
\label{series}
\end{equation}
\begin{align}
\frac{\mathcal L_1^{\rm reg}}{u_0}={}&-\frac{\Gamma(-2,s_0)}{8\pi^2}-\frac{b^2}{24\pi^2}E_1(s_0)\nonumber\\
&-\frac{1}{8\pi^2}\int_{s_0}^\infty\frac{ds}{s^3}e^{-s}\left[bs\coth bs-1-\frac{(bs)^2}{3}\right].
\label{split}
\end{align}
Here $\ell=E_1(s_0)=\int_{s_0}^\infty s^{-1}e^{-s}ds\simeq\ln(1/s_0)-\gamma$ ($\gamma$ is Euler's constant), and $\Gamma(-2,s_0)$ contains $\frac12\ln(1/s_0)$. The first term, a constant, is dropped. The second is absorbed by passing from bare $e_0,B_0$ (with $\alpha_0=e_0^2/\hbar c$) to $e,B$ at fixed $eB=e_0B_0$:
\begin{equation}
\frac1\alpha=\frac1{\alpha_0}+\frac{\ell}{3\pi},\qquad Z_3\equiv\frac{\alpha}{\alpha_0}=1-\frac{\alpha\ell}{3\pi},\qquad B_0=Z_3^{1/2}B,\qquad e_0=Z_3^{-1/2}e .
\label{Z3}
\end{equation}
This leaves $\mathcal L=-B^2/8\pi+\mathcal L_1$ with
\begin{equation}
\mathcal L_1=-\frac{m^4c^5}{8\pi^2\hbar^3}\int_0^\infty\frac{ds}{s^3}\,e^{-s}\left[bs\coth bs-1-\frac{(bs)^2}{3}\right]\equiv u_0F(b).
\label{EH}
\end{equation}
In $z\coth z=(z/\sinh z)\cosh z$, $\cosh z$ is the spin factor. In the final table, the sharp cutoff $K$ limits the field-free momentum in units of $mc$.

\section{Independence of the regulator}

Let the squared mass be $\mu m^2$ with the units held fixed, so that $1\to\mu$ under the root. Put $M_n=\mu+2nb$. Three derivatives give $\partial_\mu^3a^{1/2}=\frac12\cdot(-\frac12)(-\frac32)a^{-5/2}=\frac38a^{-5/2}$, and $q=\sqrt M\tan\theta$ gives $\int dq\,(q^2+M)^{-5/2}=M^{-2}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac43M^{-2}$. The third derivative of (\ref{modes}) is thus $(u_0b/8\pi^2)\sum_ng_nM_n^{-2}$, which converges with no regulator, and the constant shift in $f$ has been differentiated away. The third derivative of (\ref{EH}), with $e^{-s}\to e^{-\mu s}$, brings down $-s^3$; using $\int_0^\infty s\,e^{-Ms}ds=M^{-2}$ term by term in $\coth$,
\begin{equation}
\partial_\mu^3\frac{\mathcal L_1}{u_0}=\frac{1}{8\pi^2}\left[b\sum_n\frac{g_n}{(\mu+2nb)^2}-\frac1\mu-\frac{2b^2}{3\mu^3}\right].
\label{d3}
\end{equation}
The removed terms are the third derivatives of $\frac12\mu^2\ln\mu$ and $\frac13b^2\ln\mu$, the two logarithms already found. A regulator whose removal commutes with these three derivatives, such as a smooth function of the mode energy or the Pauli--Villars fields below, can therefore change only a polynomial of second degree in $\mu$ as $\Lambda\to\infty$. A sharp cutoff on the mode energy is not of this kind: the highest level below the cutoff enters with a square-root threshold and leaves a term of order $(\Lambda/mc^2)\,b^{3/2}$, periodic in $\mu$ with period $2b$, which neither subtraction removes. Rescaling $s\to s/\mu$ shows $\mathcal L_1=u_0\mu^2F(b/\mu)\sim b^4/\mu^2$, which vanishes with its derivatives as $\mu\to\infty$. This is the physical requirement that a very heavy particle does not respond to the field once the constant and the $B^2$ term are fixed, and it leaves no room for a polynomial. At $b=0.8$, $\mu=1$, the sum in (\ref{d3}) and numerical differentiation of the closed form of Section 7 both give $-1.27825771\times10^{-3}$.

\emph{Test with Pauli--Villars fields.} Add fields with $\mu_j=1+j\Lambda'$ and weights $c_j=1,-3,3,-1$ for $j=0,\dots,3$. These weights form a third difference, so $\sum c_j=\sum c_j\mu_j=\sum c_j\mu_j^2=0$. From
\begin{equation}
\int_{-K}^Kdq\sqrt{q^2+M}=K\sqrt{K^2+M}+M\operatorname{arsinh}\frac{K}{\sqrt M}\to K^2+\frac M2+M\ln2K-\frac M2\ln M
\end{equation}
the weighted sum keeps only the last term, and
\begin{equation}
\frac{\mathcal L_{\rm PV}}{u_0}=-\frac{b}{8\pi^2}\sum_ng_n\Phi(2nb),\qquad\Phi(x)=\sum_jc_j(\mu_j+x)\ln(\mu_j+x).
\end{equation}
Expanding $\ln(1+\mu_j/x)$ shows $\Phi\sim x^{-2}$, so the sum converges. The trapezoid rule obeys $h[\frac12\Phi(0)+\Phi(h)+\dots]=\int_0^\infty\Phi\,dx-\frac{h^2}{12}\Phi'(0)+O(h^4)$; for $\Phi=e^{-sx}$ this is (\ref{series}) with $z=sh/2$. The antiderivative $\sum c_j(\frac12M^2\ln M-\frac14M^2)$, with $M=\mu_j+x$, vanishes at infinity by the three conditions, so $\int_0^\infty\Phi\,dx=-\frac12\sum c_j\mu_j^2\ln\mu_j$. Also $\Phi'(0)=\sum c_j\ln\mu_j$ and $h^2/12=b^2/3$. Hence
\begin{equation}
\frac{\mathcal L_{\rm PV}}{u_0}=\frac{\sum c_j\mu_j^2\ln\mu_j}{16\pi^2}+\frac{b^2\sum c_j\ln\mu_j}{24\pi^2}+\sum_jc_j\mu_j^2F(b/\mu_j).
\end{equation}
The last term is identified through (\ref{d3}): both sides have the same third derivative under a common shift of the $\mu_j$, and both vanish for a large shift. For large $\Lambda'$, $\sum c_j\ln\mu_j=\ln(\mu_0\mu_2^3/\mu_1^3\mu_3)\to-\ln(3\Lambda'/8)$, so $\ell$ is again the logarithm of a squared cutoff mass with unit coefficient, and only the constant differs. Explicit summation at $b=1$, $\Lambda'=100$, after both subtractions, gives $2.08402018\times10^{-4}$. The regulator fields contribute $-6.4978\times10^{-8}$ through their $b^4/\mu_j^2$ terms; removing this leaves $2.08466996\times10^{-4}$, against $2.08466991\times10^{-4}$ from quadrature of (\ref{EH}). The last digit is the $b^6/\mu_j^4$ term.

\section{Closed form and limits}

Multiply the integrand of (\ref{EH}) by $s^\delta$ and call the integral $I(\delta)$. It is analytic for $\operatorname{Re}\delta>-2$, and for $\operatorname{Re}\delta>2$ its three terms converge separately. Write $\coth bs=2\sum_{n\ge0}e^{-2nbs}-1$ and $1+2nb=2b(n+x)$ with $x=1/2b$. With the Hurwitz function $\zeta(w,x)=\sum_{n\ge0}(n+x)^{-w}$,
\begin{equation}
I(\delta)=\Gamma(\delta-1)\left[4b^2(2b)^{-\delta}\zeta(\delta-1,x)-b\right]-\Gamma(\delta-2)-\frac{b^2}{3}\Gamma(\delta).
\end{equation}
Continue to $\delta=0$. From $\Gamma(\delta)=\frac1\delta-\gamma$ and the recurrence, $\Gamma(\delta-1)=-\frac1\delta[1+(1-\gamma)\delta]$ and $\Gamma(\delta-2)=\frac1{2\delta}[1+(\frac32-\gamma)\delta]$ to the order needed. Since $I(0)$ is finite the poles must cancel, which requires $4b^2\zeta(-1,x)-b=-\frac12-\frac{b^2}3$, that is
\begin{equation}
\zeta(-1,x)=-\frac{x^2}2+\frac x2-\frac1{12},
\end{equation}
the known value. The finite part, with a prime for $\partial/\partial w$, is
\begin{align}
I(0)&=(1-\gamma)\left(\frac12+\frac{b^2}3\right)-4b^2\left[\zeta'(-1,x)-\zeta(-1,x)\ln2b\right]-\frac34+\frac\gamma2+\frac{\gamma b^2}{3}\nonumber\\
&=-\frac14+\frac{b^2}3-4b^2\left[\zeta'(-1,x)+\zeta(-1,x)\ln x\right].
\end{align}
Multiplying by $-1/8\pi^2$, taking out $4b^2$ and using $1/16b^2=x^2/4$,
\begin{equation}
F(b)=\frac{b^2}{2\pi^2}\left[\zeta'(-1,x)+\zeta(-1,x)\ln x-\frac1{12}+\frac{x^2}4\right].
\label{closed}
\end{equation}

\emph{Weak field.} Term by term, $\int_0^\infty s^{2k-3}e^{-s}ds=(2k-3)!$, which is $1,6,120$ for $k=2,3,4$:
\begin{equation}
F=\frac{b^4}{360\pi^2}-\frac{b^6}{630\pi^2}+\frac{b^8}{315\pi^2}-\dots,\qquad
\mathcal L_1\simeq\frac{e^4\hbar B^4}{360\pi^2m^4c^7}=\frac{\alpha B^4}{360\pi^2B_c^2}.
\end{equation}
The series is asymptotic only. The poles of $\coth z$ at $\pm i\pi$ make $|c_k|\sim2\pi^{-2k}$, so successive terms have ratio about $(2kb/\pi)^2$, which exceeds one for large $k$ at any $b$. Formulas written in Heaviside--Lorentz units have $e^2=4\pi\alpha\hbar c$ and a classical term $-B^2/2$; mixing the two systems costs factors of $4\pi$.

\emph{Strong field.} Here $x\to0$. From $\zeta(w,x)=x^{-w}+\zeta(w,1+x)$ follows $\zeta'(-1,x)=-x\ln x+\zeta'(-1,1+x)$. From $\partial_a\zeta(w,a)=-w\zeta(w+1,a)$ follows $\partial_a\zeta'(-1,a)|_{a=1}=-\zeta(0)+\zeta'(0)=\frac12-\frac12\ln2\pi$, using the standard Riemann values. The bracket in (\ref{closed}) becomes $\zeta'(-1)-\frac1{12}-\frac1{12}\ln x+\frac x2[-\ln x+1-\ln2\pi]+O(x^2\ln x)$, and with $-\ln x=\ln2b$,
\begin{equation}
F=\frac{b^2}{24\pi^2}\left[\ln2b+12\zeta'(-1)-1\right]+\frac{b}{8\pi^2}\left[\ln\frac b\pi+1\right]+O(\ln b).
\label{strong}
\end{equation}
With $\zeta'(-1)=-0.1654211$, $12\zeta'(-1)-1=-2.985054$, and the first bracket equals $\ln b-2.291907$. The logarithm comes from the subtraction term $-(bs)^2/3$ over $1/b<s<1$, where $bs\coth bs\simeq bs$ no longer cancels it. The field has replaced the mass as the long-proper-time limit of the charge-renormalization logarithm. Accordingly
\begin{equation}
\mathcal L\simeq-\frac{(eB)^2}{8\pi\hbar c}\left[\frac1\alpha-\frac{1}{3\pi}(\ln b-2.291907)\right],
\end{equation}
which is (\ref{Z3}) with a coupling that has grown from $\alpha$ at the scale $mc^2$ to its value at the scale $\sqrt{\hbar ceB}$, with the same coefficient $1/3\pi$.

\emph{Range of validity.} The field must vary slowly over $\lambda_C$, and for $b>1$ the corrections from gradients have to be judged against the orbit size $\lambda_C/\sqrt b$ across the field. In weak fields a further condition applies where currents flow: a field that varies over a length $L$ then has a gradient term quadratic in $B$, whose ratio to the quartic term is of order $(\lambda_C/bL)^2$. The quartic term is the leading correction there only if $L\gg\lambda_C/b$, which is about $0.02$ cm at $10^5$ G. Photon exchange inside the loop is left out; each exchanged photon brings one more factor of $\alpha$. Heavier pointlike spin-$\frac12$ particles add terms of the same form with their own mass and charge; for other spins the spin factor $\cosh z$ and the number of states change, and for bosons the overall sign of the zero-point energy is reversed. All such terms are suppressed as $m^{-4}$ in weak fields. Real electrons, thermal or degenerate, add their own magnetization, which is not included here. For a pure electric field Lorentz invariance replaces $B^2$ by $-E^2$, $z\coth z$ becomes $z\cot z$, poles lie on the integration path, and the vacuum decays into pairs; a sum over stationary levels then does not apply. A pure magnetic field has no such poles and $\mathcal L_1$ is real.

\section{Worked example}

The constants are $e=4.803205\times10^{-10}$ esu, $\hbar=1.054572\times10^{-27}$ erg\,s, $m=9.109384\times10^{-28}$ g, $c=2.997925\times10^{10}$ cm/s and $1/\alpha=137.035999$. They give $B_c=4.414005\times10^{13}$ G, $\lambda_C=3.861593\times10^{-11}$ cm and $u_0=B_c^2/137.035999=1.421775\times10^{25}$ erg/cm$^3$. At $B_c$ each level holds $1/2\pi\lambda_C^2=1.067302\times10^{20}$ orbit centres per cm$^2$.

The many digits below check the arithmetic of the one-loop formulas; as physical predictions the values of $\mathcal L_1$ carry corrections of relative order $\alpha$. Choose $B=B_c$ and $\Lambda=1000\,mc^2$, so $s_0=10^{-6}$ and $\ell=13.238296$. With $\alpha/3\pi=7.742732\times10^{-4}$,
\begin{align}
Z_3&=1-7.742732\times10^{-4}\times13.238296=0.989750,\nonumber\\
1/\alpha_0&=Z_3/\alpha=135.6314,\qquad B_0/B=0.994862,\qquad e_0/e=1.005165 .
\end{align}
The three pieces of (\ref{split}) are as follows. The vacuum term, dominated by $-1/16\pi^2s_0^2$, is $-6.332561\times10^9u_0=-9.003480\times10^{34}$ erg/cm$^3$. The $B^2$ term is $-13.238296/24\pi^2=-5.588833\times10^{-2}$ in units of $u_0$, or $-7.946065\times10^{23}$ erg/cm$^3$. Added to $-B_0^2/8\pi=-7.672755\times10^{25}$ erg/cm$^3$ it gives $-7.75222\times10^{25}$ erg/cm$^3$, which is $-B^2/8\pi$. For the finite term, $x=\frac12$, $\zeta'(-1,\frac12)=0.0538294$ and $\zeta(-1,\frac12)=0.0416667$, so the bracket of (\ref{closed}) is
\begin{equation}
0.0538294-0.0416667\ln2-\frac1{12}+\frac1{16}=0.0041150 .
\end{equation}
Dividing by $2\pi^2$ gives $F(1)=2.08467\times10^{-4}$ and $\mathcal L_1=2.96393\times10^{21}$ erg/cm$^3$, in agreement with quadrature of (\ref{EH}).

Quadrature at four chosen fields, the first of roughly laboratory size and the last roughly that of a magnetar, gives:
\begin{center}
\begin{tabular}{llll}
$B$ (G) & $b$ & $\mathcal L_1$ (erg/cm$^3$) & $\mathcal L_1/(B^2/8\pi)$\\
$1.000\times10^{5}$ & $2.266\times10^{-9}$ & $1.054\times10^{-13}$ & $2.649\times10^{-22}$\\
$4.414\times10^{12}$ & $0.1$ & $3.979\times10^{17}$ & $5.133\times10^{-7}$\\
$4.414\times10^{13}$ & $1$ & $2.964\times10^{21}$ & $3.823\times10^{-5}$\\
$1.000\times10^{15}$ & $22.66$ & $3.809\times10^{25}$ & $9.573\times10^{-4}$
\end{tabular}
\end{center}
In the first row the quartic term is exact to the digits shown: $e^4\hbar/360\pi^2m^4c^7=1.054138\times10^{-33}$ erg\,cm$^{-3}$G$^{-4}$, times $(10^5\ {\rm G})^4$, is $1.054\times10^{-13}$ erg/cm$^3$. At $b=0.1$ the exact $F=2.79870\times10^{-8}$ lies between the one-term value $2.81448\times10^{-8}$ and the two-term value $2.79839\times10^{-8}$. At $b=1$ the same truncations give $2.81\times10^{-4}$ and $1.21\times10^{-4}$ around the true $2.08\times10^{-4}$; the second term makes the estimate worse, as an asymptotic series does outside its range. At $b=22.66$ the exact value is $F=2.67905$. The $b^2$ term of (\ref{strong}) gives only $1.79517$, a third too low, because $\ln b$ is still largely cancelled by the constant $2.291907$. With the term linear in $b$ the estimate is $2.64898$, and the remaining $0.030$ has the size of the neglected $O(\ln b)$ term. Even at this field the correction is below one part in a thousand of the classical term, since by (\ref{strong}) the ratio grows only logarithmically, approaching $(\alpha/3\pi)(\ln b-2.291907)$ for $b\gg1$.

\section*{Table of computed values}
\begin{verbatim}
levels b=0.7 q=0.4 n=0..3 [mc^2]: [1.077033 1.6      1.989975 2.315167] g=1,2,2,2
mode sum b=0.8 s0=0.05 [u0]: -2.3112216211
  vacuum piece [u0]: -2.3046458159
  B^2 piece [u0]: -0.0066680106  (E1(s0)=2.4678985)
  finite piece, s>s0 [u0]: 9.220530e-05 ; s0->0: 9.234468e-05
B^2 coefficient, modes at b=0.05: -0.010418 ; -E1/24pi^2: -0.010419
sharp cutoff du/dlnK^2 [u0]: 0.0063324 ; 1/16pi^2: 0.0063326
PV mode sum b=1 Lambda'=100 [u0]: 2.08402018e-04
  regulator residue [u0]: -6.4978e-08 ; proper time L1: 2.08466991e-04
d3L1/dmu3 at b=0.8 [u0]: -1.27825771e-03
zeta'(-1): -0.1654211 ; 12zeta'(-1)-1: -2.985054 ; plus ln2: -2.291907
b=1: zeta'(-1,1/2)=0.0538294 zeta(-1,1/2)=0.0416667 bracket=0.0041150
e=4.803205e-10 esu  hbar=1.054572e-27 erg s
m=9.109384e-28 g  c=2.997925e+10 cm/s  1/alpha=137.035999
Bc=4.414005e+13 G  lambda_C=3.861593e-11 cm  u0=1.421775e+25 erg/cm^3
states per area at Bc: 1.067302e+20 cm^-2
weak coefficient e^4 hbar/(360 pi^2 m^4 c^7): 1.054138e-33 erg cm^-3 G^-4
B=Bc, Lambda=1000 mc^2, s0=1e-6:
  E1(s0)=13.238296  alpha/3pi=7.742732e-04  Z3=0.989750
  1/alpha0=135.631372  B0/B=0.994862  e0/e=1.005165
  vacuum piece of L: -6.332561e+09 u0 = -9.003480e+34 erg/cm^3
  B^2 piece of L: -5.588833e-02 u0 = -7.946065e+23 erg/cm^3
  finite piece L1: 2.084670e-04 u0 = 2.963933e+21 erg/cm^3
  -B0^2/8pi=-7.672755e+25  -B^2/8pi=-7.752215e+25 erg/cm^3
B=1.0000e+05 G  b=2.26552e-09  L1=7.41424e-39 u0 = 1.05414e-13 erg/cm^3
  B^2/8pi=3.97887e+08 erg/cm^3  ratio L1/(B^2/8pi)=2.64934e-22
  weak: b^4 term 7.41424e-39 u0, with b^6 term 7.41424e-39 u0
B=4.4140e+12 G  b=1.00000e-01  L1=2.79870e-08 u0 = 3.97913e+17 erg/cm^3
  B^2/8pi=7.75222e+23 erg/cm^3  ratio L1/(B^2/8pi)=5.13289e-07
  weak: b^4 term 2.81448e-08 u0, with b^6 term 2.79839e-08 u0
B=4.4140e+13 G  b=1.00000e+00  L1=2.08467e-04 u0 = 2.96393e+21 erg/cm^3
  B^2/8pi=7.75222e+25 erg/cm^3  ratio L1/(B^2/8pi)=3.82334e-05
  weak: b^4 term 2.81448e-04 u0, with b^6 term 1.20620e-04 u0
B=1.0000e+15 G  b=2.26552e+01  L1=2.67905e+00 u0 = 3.80901e+25 erg/cm^3
  B^2/8pi=3.97887e+28 erg/cm^3  ratio L1/(B^2/8pi)=9.57308e-04
  strong: b^2 term 1.79517e+00 u0, with b term 2.64898e+00 u0
\end{verbatim}
